# Microwave Power Penetration Depth in Water at 2.45 GHz: test program

```python
# Result under test: in deep water with relative permittivity eps = e1 + i*e2
# (time factor exp(-i w t)) the microwave power flux falls as exp(-z/D), with
#   D = 1/(2 k0 kappa) = n/(k0 e2),   n + i kappa = sqrt(eps),   k0 = w/c.
# The wave equation E'' = -k0^2 eps E is integrated numerically, without
# sqrt(eps), and the depth, heat and reflection are read from that solution.
# Lengths are in metres inside the program and in cm in the output.
import numpy as np
import mpmath as mp
from scipy.constants import c, epsilon_0, mu_0, k as k_boltzmann
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq

freq = 2.45e9
e1, e2 = 77.0, 10.0
eps = e1 + 1j * e2
omega = 2 * np.pi * freq
k0 = omega / c


def index_parts(e_real, e_imag):
    size = np.hypot(e_real, e_imag)
    return np.sqrt((size + e_real) / 2), np.sqrt((size - e_real) / 2)


def depth(e_real, e_imag):
    return 1 / (2 * k0 * index_parts(e_real, e_imag)[1])


def integrate_wave(permittivity, length, field_back, slope_back):
    """Integrate from the back face to the front; returns z -> (E, dE/dz)."""
    def rhs(z, y):
        return np.array([y[1], -k0**2 * permittivity * y[0]])
    start = np.array([field_back, slope_back], dtype=complex)
    result = solve_ivp(rhs, (length, 0.0), start, method="DOP853",
                       rtol=1e-11, atol=1e-11, max_step=1e-3,
                       dense_output=True)
    assert result.success
    return result.sol


def flux(wave, z):
    field, slope = wave(z)
    return (np.conj(field) * slope).imag / (2 * omega * mu_0)


def numerical_depth(wave):
    front = flux(wave, 0.0)
    return brentq(lambda z: flux(wave, z) / front - np.exp(-1), 1e-3, 0.08,
                  xtol=1e-12)


n, kappa = index_parts(e1, e2)
D = depth(e1, e2)

# Deep water: 30 cm with a metal wall behind, too far away to matter.
deep = integrate_wave(eps, 0.30, 0.0, 450.0)
D_num = numerical_depth(deep)
assert abs(D_num / D - 1) < 1e-6
assert abs(D_num / (n / (k0 * e2)) - 1) < 1e-6
# The decay is exponential at other depths too, and the field depth is 2D.
for z in (0.01, 0.03, 0.06):
    assert abs(flux(deep, z) / flux(deep, 0.0) / np.exp(-z / D) - 1) < 1e-5
field_ratio = abs(deep(2 * D)[0] / deep(0.0)[0])
assert abs(field_ratio - np.exp(-1)) < 1e-5


# Heat per volume accounts for the lost flux, in total and at the surface.
def heat(z):
    return 0.5 * omega * epsilon_0 * e2 * abs(deep(z)[0])**2


heat_sum = quad(heat, 0, D, epsrel=1e-9)[0]
heat_share = heat_sum / flux(deep, 0.0)
assert abs(heat_share - (1 - np.exp(-1))) < 1e-6
assert abs(heat(0.0) * D / flux(deep, 0.0) - 1) < 1e-6

# Reflection: split the field at the surface into two waves in air.
R = abs((1 - n - 1j * kappa) / (1 + n + 1j * kappa))**2
E_front, slope_front = deep(0.0)
incoming = E_front + slope_front / (1j * k0)
returning = E_front - slope_front / (1j * k0)
R_num = abs(returning / incoming)**2
assert abs(R_num - R) < 1e-6

# Low-loss form: its closed correction and the leading term t^2/8.
tan_delta = e2 / e1
D_low = np.sqrt(e1) / (k0 * e2)
correction = np.sqrt((1 + np.sqrt(1 + tan_delta**2)) / 2)
assert abs(D_num / (D_low * correction) - 1) < 1e-6
mp.mp.dps = 40
t_small = mp.mpf("0.001")
ratio = t_small / (2 * mp.sqrt(1 + 1j * t_small).imag)
assert abs((ratio - 1) / t_small**2 - mp.mpf(1) / 8) < 1e-6

# Debye relaxation matched to the two given values; e_inf is assumed.
e_inf = 5.0
x = e2 / (e1 - e_inf)
tau = x / omega
e_static = e_inf + (e1 - e_inf) * (1 + x**2)


def debye(static, relaxation_time):
    value = e_inf + (static - e_inf) / (1 - 1j * omega * relaxation_time)
    return value.real, value.imag


# The same permittivity from the exponential response in time.
re_part = quad(lambda u: np.exp(-u) * np.cos(x * u), 0, 45)[0]
im_part = quad(lambda u: np.exp(-u) * np.sin(x * u), 0, 45)[0]
assert abs(e_inf + (e_static - e_inf) * re_part - e1) < 1e-6
assert abs((e_static - e_inf) * im_part - e2) < 1e-6
fast = debye(e_static, tau / 2)
hot = debye(0.85 * e_static, tau / 2)

# Dissolved ions add sigma/(omega eps0) to the loss (sigma in S/m, rough).
sigma_tap, sigma_brine = 0.05, 5.0
add_tap = sigma_tap / (omega * epsilon_0)
add_brine = sigma_brine / (omega * epsilon_0)


# Layer with air behind: share of the entering flux that leaves at the back.
def layer_share(length):
    wave = integrate_wave(eps, length, 1.0, 1j * k0)
    share = flux(wave, length) / flux(wave, 0.0)
    N = n + 1j * kappa
    r = (N - 1) / (N + 1)
    ahead = np.exp(-1j * k0 * N * length)
    back = r / ahead
    front = (np.conj(ahead + back) * 1j * N * (ahead - back)).imag
    rear = (np.conj(1 + r) * 1j * N * (1 - r)).imag
    assert abs(share / (rear / front) - 1) < 1e-6
    return share


share_D, share_5 = layer_share(D), layer_share(0.05)

# Grazing incidence: the normal wave number obeys kz^2 = k0^2 (eps - 1).
D_grazing = numerical_depth(integrate_wave(eps - 1, 0.30, 0.0, 450.0))
assert abs(D_grazing / depth(e1 - 1, e2) - 1) < 1e-6

# Heating and linearity for a chosen incident flux (rough water constants).
incident = 1.0e4            # W/m^2
heat_capacity = 4.2e6       # J/(m^3 K)
diffusivity = 1.4e-7        # m^2/s
dipole = 6.2e-30            # C m
entering = (1 - R) * incident
heating_rate = entering / D / heat_capacity
time_10K = 10 / heating_rate
diffusion_length = np.sqrt(diffusivity * time_10K)
E_peak = np.sqrt(2 * entering * mu_0 * c / n)
E_check = abs(E_front) * np.sqrt(entering / flux(deep, 0.0))
assert abs(E_peak / E_check - 1) < 1e-6
dipole_ratio = dipole * E_peak / (k_boltzmann * 295)

cm = 100
print(f"Frequency: {freq/1e9:.2f} GHz")
print(f"Permittivity e1, loss e2: {e1:.0f}, {e2:.0f}")
print(f"Loss tangent: {tan_delta:.4f}")
print(f"Angular frequency: {omega:.4e} rad/s")
print(f"Wavelength in air: {2*np.pi/k0*cm:.3f} cm")
print(f"k0: {k0/cm:.5f} 1/cm")
print(f"|eps|: {abs(eps):.4f}")
print(f"n: {n:.4f}")
print(f"kappa: {kappa:.5f}")
print(f"Wavelength in water: {2*np.pi/(k0*n)*cm:.3f} cm")
print(f"Power depth D, formula: {D*cm:.4f} cm")
print(f"Power depth D, wave equation: {D_num*cm:.4f} cm")
print(f"Low-loss depth: {D_low*cm:.4f} cm")
print(f"Correction factor: {correction:.5f}")
print(f"1 + t^2/8: {1+tan_delta**2/8:.5f}")
print(f"Field depth 2D: {2*D*cm:.3f} cm")
print(f"Half-power depth: {D*np.log(2)*cm:.3f} cm")
print(f"90 percent absorbed by: {D*np.log(10)*cm:.3f} cm")
print(f"Attenuation: {10/np.log(10)/(D*cm):.3f} dB/cm")
print(f"Heat share within D, numerical: {heat_share:.4f}")
print(f"Reflected share R, formula: {R:.4f}")
print(f"Reflected share R, wave equation: {R_num:.4f}")
print(f"Entering share 1-R: {1-R:.4f}")
print(f"D for loss 9.5: {depth(e1, 9.5)*cm:.3f} cm")
print(f"D for loss 10.5: {depth(e1, 10.5)*cm:.3f} cm")
print(f"Debye e_inf (assumed): {e_inf:.1f}")
print(f"Debye omega*tau: {x:.4f}")
print(f"Debye tau: {tau*1e12:.2f} ps")
print(f"Debye static permittivity: {e_static:.2f}")
print(f"tau halved, e1, e2: {fast[0]:.2f}, {fast[1]:.2f}")
print(f"tau halved, D: {depth(*fast)*cm:.2f} cm")
print(f"also static -15%, e1, e2: {hot[0]:.2f}, {hot[1]:.2f}")
print(f"also static -15%, D: {depth(*hot)*cm:.2f} cm")
print(f"Tap water sigma (rough): {sigma_tap:.2f} S/m")
print(f"Tap water added loss: {add_tap:.3f}")
print(f"Tap water D: {depth(e1, e2+add_tap)*cm:.3f} cm")
print(f"Brine sigma (rough): {sigma_brine:.1f} S/m")
print(f"Brine added loss: {add_brine:.1f}")
print(f"Brine D: {depth(e1, e2+add_brine)*cm:.3f} cm")
print(f"Layer of thickness D, share leaving: {share_D:.4f}")
print(f"Simple exponential for it: {np.exp(-1):.4f}")
print(f"Layer of 5 cm, share leaving: {share_5:.4f}")
print(f"Simple exponential for it: {np.exp(-0.05/D):.4f}")
print(f"D at grazing incidence: {D_grazing*cm:.4f} cm")
print(f"Incident flux (chosen): {incident/1e4:.1f} W/cm2")
print(f"Heat capacity (rough): {heat_capacity/1e6:.1f} J/(cm3 K)")
print(f"Surface heating rate: {heating_rate:.4f} K/s")
print(f"Time for 10 K at surface: {time_10K:.0f} s")
print(f"Heat diffusivity (rough): {diffusivity*1e4:.1e} cm2/s")
print(f"Diffusion length in that time: {diffusion_length*cm:.2f} cm")
print(f"Peak field in water: {E_peak/cm:.2f} V/cm")
print(f"Molecular dipole (rough): {dipole:.1e} C m")
print(f"Dipole energy / kT at 295 K: {dipole_ratio:.1e}")
print("OK")
```

Output:

```
Frequency: 2.45 GHz
Permittivity e1, loss e2: 77, 10
Loss tangent: 0.1299
Angular frequency: 1.5394e+10 rad/s
Wavelength in air: 12.236 cm
k0: 0.51348 1/cm
|eps|: 77.6466
n: 8.7934
kappa: 0.56861
Wavelength in water: 1.392 cm
Power depth D, formula: 1.7125 cm
Power depth D, wave equation: 1.7125 cm
Low-loss depth: 1.7089 cm
Correction factor: 1.00210
1 + t^2/8: 1.00211
Field depth 2D: 3.425 cm
Half-power depth: 1.187 cm
90 percent absorbed by: 3.943 cm
Attenuation: 2.536 dB/cm
Heat share within D, numerical: 0.6321
Reflected share R, formula: 0.6345
Reflected share R, wave equation: 0.6345
Entering share 1-R: 0.3655
D for loss 9.5: 1.802 cm
D for loss 10.5: 1.631 cm
Debye e_inf (assumed): 5.0
Debye omega*tau: 0.1389
Debye tau: 9.02 ps
Debye static permittivity: 78.39
tau halved, e1, e2: 78.04, 5.07
tau halved, D: 3.39 cm
also static -15%, e1, e2: 66.33, 4.26
also static -15%, D: 3.73 cm
Tap water sigma (rough): 0.05 S/m
Tap water added loss: 0.367
Tap water D: 1.652 cm
Brine sigma (rough): 5.0 S/m
Brine added loss: 36.7
Brine D: 0.381 cm
Layer of thickness D, share leaving: 0.1463
Simple exponential for it: 0.3679
Layer of 5 cm, share leaving: 0.0197
Simple exponential for it: 0.0539
D at grazing incidence: 1.7014 cm
Incident flux (chosen): 1.0 W/cm2
Heat capacity (rough): 4.2 J/(cm3 K)
Surface heating rate: 0.0508 K/s
Time for 10 K at surface: 197 s
Heat diffusivity (rough): 1.4e-03 cm2/s
Diffusion length in that time: 0.52 cm
Peak field in water: 5.60 V/cm
Molecular dipole (rough): 6.2e-30 C m
Dipole energy / kT at 295 K: 8.5e-07
OK
```
